# Weak ferromagnetism and magnetoelectricity in hematite and Cr$_2$O$_3$, part 2

Hematite ($\alpha$-Fe$_2$O$_3$) and Cr$_2$O$_3$ share the corundum structure. One model is used to find the canted moment of the first and the linear magnetoelectric response of the second. Hartree atomic units are used: $\hbar=e=m_e=4\pi\varepsilon_0=1$, $\mu_B=1/2$, $\mu_0=4\pi/c^2$, $c=137.036$.

Four classical spins $\mathbf S_i$ of length $S$, one per sublattice ($k=0$), sit on the threefold axis $z$ at heights $\tfrac12-w,\,w,\,1-w,\,\tfrac12+w$ in hexagonal periods. The hematite-like cell has hexagonal lengths 9.52 and 25.98 bohr and $w=0.355$. The 12 operations are generated by $C_3$, inversion $I$ ($1\leftrightarrow4$, $2\leftrightarrow3$) and the twofold rotation $C_{2x}$ ($1\leftrightarrow2$, $3\leftrightarrow4$); the glide is $IC_{2x}$. Primes mark combination with time reversal $T$.

$\mathbf M$ is the spin sum; $\mathbf L_1$ $(+--+)$ is the hematite order, $\mathbf L_2$ $(+-+-)$ that of Cr$_2$O$_3$, and $\mathbf L_3$ is $(++--)$. With
$$\mathbf S_{1,4}=\mathbf a\pm\mathbf p,\qquad\mathbf S_{2,3}=\mathbf b\pm\mathbf q ,$$
$\mathbf M=2(\mathbf a+\mathbf b)$, $\mathbf L_1=2(\mathbf a-\mathbf b)$, $\mathbf L_2=2(\mathbf p-\mathbf q)$, $\mathbf L_3=2(\mathbf p+\mathbf q)$. The energy per cell is $U=U_e+U_o$:
$$U_e=J_{14}(\mathbf a^2+\mathbf b^2)+2J\,\mathbf a\cdot\mathbf b+2D(\mathbf a\times\mathbf b)_z-2K(a_z^2+b_z^2),$$
$$U_o=-J_{14}(\mathbf p^2+\mathbf q^2)+2J'\,\mathbf p\cdot\mathbf q+2D'(\mathbf p\times\mathbf q)_z-2K(p_z^2+q_z^2),$$
where $J=J_{12}+J_{13}$, $D=D_{12}+D_{13}$, $J'=J_{12}-J_{13}$, $D'=D_{12}-D_{13}$. $J_{1j}$ sums the isotropic exchange over all bonds from one site 1 to sublattice $j$ (positive is antiferromagnetic). $D_{12}$ and $D_{13}$ multiply $(\mathbf S_1\times\mathbf S_2+\mathbf S_4\times\mathbf S_3)_z$ and $(\mathbf S_1\times\mathbf S_3+\mathbf S_4\times\mathbf S_2)_z$; $K$ is the on-site anisotropy. The antisymmetric energy is $\tfrac14D(\mathbf L_1\times\mathbf M)_z+\tfrac14D'(\mathbf L_2\times\mathbf L_3)_z$.

The magnetoelectric tensor is defined by the free-energy density $F=-\alpha_{ij}E_iH_j$, so $\mu_0\mathcal M_j=\alpha_{ij}E_i$ for magnetization $\mathcal M_j$. For $\mathbf L_2\parallel z$, the allowed terms $L_{2z}E_zH_z$ and $L_{2z}(\mathbf E\cdot\mathbf H)_\perp$, with $(\mathbf A\cdot\mathbf B)_\perp=A_xB_x+A_yB_y$, give $\alpha=\mathrm{diag}(\alpha_\perp,\alpha_\perp,\alpha_\parallel)$. To all orders, $IT$ forbids a moment from $\mathbf L_2$ and $\mathbf L_3$, and $I$ forbids a linear $\alpha$ from $\mathbf L_1$.

## Exact ground state and canting angle

Collect the 12 components in a vector $s$, so that $U=\tfrac12s^T\Lambda s$ with $s^Ts=4S^2$. Then $U\ge2S^2\lambda_{\min}$, and the bound is reached if the lowest eigenvector gives all four spins the same length.

For planar even states write $a=a_x+ia_y$, $b=b_x+ib_y$. Since $a^*b=\mathbf a\cdot\mathbf b+i(\mathbf a\times\mathbf b)_z$, one has $J\,\mathbf a\cdot\mathbf b+D(\mathbf a\times\mathbf b)_z=\operatorname{Re}[(J-iD)a^*b]$, and with $\psi=(a,b)^T$
$$U_e=\psi^\dagger h\psi,\qquad h=\begin{pmatrix}J_{14}&J-iD\\J+iD&J_{14}\end{pmatrix}.$$
Here $s^Ts=2\psi^\dagger\psi$, so $\tfrac12\lambda s^Ts=\lambda\psi^\dagger\psi$ and the eigenvalues of $h$ are eigenvalues of $\Lambda$. Put $J+iD=\rho e^{i\varphi}$, $\rho=\sqrt{J^2+D^2}$. The eigenvalues are $J_{14}\pm\rho$. The lower has $b=-e^{i\varphi}a$, as the second row shows: $\rho e^{i\varphi}a+J_{14}b=(J_{14}-\rho)b$. The lengths are equal, and the free phase of $a$, a common rotation about $z$, makes each level double. The odd planar sector has the same form, with eigenvalues $-J_{14}\pm\sqrt{J'^2+D'^2}$. The axial sectors have no cross term; the combinations $a_z=\pm b_z$ and $p_z=\pm q_z$ give $J_{14}\pm J-2K$ and $-J_{14}\pm J'-2K$. Every eigenvector has equal lengths, so the lowest eigenvalue is the exact minimum among $k=0$ states.

For $J>0$ set $\theta=\varphi/2$ and choose $a=iSe^{-i\theta}$, that is $\mathbf a=S(\sin\theta,\cos\theta,0)$. Then $b=-iSe^{i\theta}$, that is $\mathbf b=S(\sin\theta,-\cos\theta,0)$. Each spin tilts by $\theta$ from the $y$ axis, $\mathbf L_1=4S\cos\theta\,\hat{\mathbf y}$, $\mathbf M=4S\sin\theta\,\hat{\mathbf x}$, and since $\hat{\mathbf y}\times\hat{\mathbf z}=\hat{\mathbf x}$,
$$\tan2\theta=\frac DJ,\qquad\mathbf M=\tan\theta\;\mathbf L_1\times\hat{\mathbf z}.$$
From $\arctan x=x-x^3/3+\dots$ follows $\theta=\frac{D}{2J}\left[1-\frac{D^2}{3J^2}+\dots\right]$. The factor 2 arises because the pair departs from antiparallel by $\varphi\approx D/J$ and each partner takes half. The continuum form agrees. The conditions $\mathbf a^2=\mathbf b^2=S^2$ add to $M^2+L_1^2=16S^2$, so $2J\,\mathbf a\cdot\mathbf b=J(M^2-L_1^2)/8=JM^2/4-2JS^2$. With $(\mathbf L_1\times\mathbf M)_z=-L_1M$, minimizing $JM^2/4-DL_1M/4$ at nearly constant $L_1$ gives $M/L_1=D/2J$.

The angle does not depend on $S$, since both terms are bilinear, nor on $J_{14}$, which couples parallel spins. With anisotropic exchange $J$ means the planar constant. The $J$ in the formula is the sublattice sum, not a single-bond constant, and its value depends on the convention for the exchange. If the exchange is written $-2\mathcal J\,\mathbf S\cdot\mathbf S$ per bond, then $J=-2\mathcal J_\Sigma$, where $\mathcal J_\Sigma<0$ is the sum of the bond constants $\mathcal J$ over all bonds from one site 1 to sublattices 2 and 3, and $\theta\approx D/4|\mathcal J_\Sigma|$ with $D$ defined as above. For $J\to0$ the exact formula gives $\theta=\pi/4$, spins at right angles, where $D/2J$ diverges. A direct numerical minimization of $U$ from random starting spins, for $J=1.5$ and $D=0.45$ in any common unit, gave $\theta=0.145728$ rad, equal to $\tfrac12\arctan(D/J)$ and below $D/2J=0.15$.

The canted state competes with $\mathbf L_1\parallel z$, where $a_z=-b_z$ and $\lambda=J_{14}-J-2K$. It wins if $J_{14}-\rho<J_{14}-J-2K$, that is
$$K<K_c=\tfrac12\left(\sqrt{J^2+D^2}-J\right)\approx\frac{D^2}{4J}.$$
With isotropic symmetric exchange, canting thus acts as an easy-plane anisotropy. This threshold is sensitive to the symmetric anisotropy dropped from $U$. On a single superexchange bond the symmetric anisotropy that accompanies $D$ is also of order $D^2/J$ and cancels the easy-plane term. The magnetic dipole–dipole coupling is much larger: point moments of $5\mu_B$ in the $\mathbf L_1$ pattern of the cell above are equivalent to $K\approx-8.5\times10^{-7}$ Ha (about 1 T per ion, easy-plane), some 500 times the $K_c$ found below. In real hematite $K$ must therefore be read as the small net result of much larger dipolar and single-ion terms of opposite sign. This net $K$ changes with temperature, and the change from planar to axial $\mathbf L_1$ on cooling, with loss of the moment, is the Morin transition; $K_c$ is only a small shift in that balance.

## Numbers for hematite

The chosen inputs, roughly typical in size, are $S=5/2$, $g=2$, $J_{12}=5\times10^{-4}$, $J_{13}=9\times10^{-4}$, $J_{14}=-3\times10^{-5}$, $D_{12}=1\times10^{-6}$, $D_{13}=2\times10^{-6}$ Ha, and cell volume $V=679.71$ bohr$^3$. Then $J=1.4\times10^{-3}$ Ha (38.10 meV) and $D=3\times10^{-6}$ Ha (0.0816 meV), so
$$\frac D{2J}=\frac{3\times10^{-6}}{2.8\times10^{-3}}=1.0714286\times10^{-3},$$
against the exact $1.0714269\times10^{-3}$ rad $=0.0614^\circ$. The relative error $(D/2J-\theta)/\theta=1.53\times10^{-6}$ equals $D^2/3J^2$ to leading order. In field language a spin feels $B_{\rm ex}=JS/g\mu_B=3.5\times10^{-3}$ au $=822.7$ T from the two oppositely oriented sublattices (the $J_{14}$ field of the parallel sublattice lies along the spin and plays no part in the tilt) and $B_{\rm DM}=DS/g\mu_B=7.5\times10^{-6}$ au $=1.763$ T across it, and $\theta\approx B_{\rm DM}/2B_{\rm ex}$. The moment per ion is $gS\sin\theta\,\mu_B=5\times1.0714\times10^{-3}\mu_B=5.357\times10^{-3}\mu_B=2.6786\times10^{-3}$ au. The magnetization is $4\times2.6786\times10^{-3}/679.71=1.5763\times10^{-5}$ au, or 1973 A/m. Real hematite shows roughly 2 kA/m, but $D$ was chosen with that size in view, so this is not a prediction.

The threshold is $K_c=(3\times10^{-6})^2/(5.6\times10^{-3})=1.607\times10^{-9}$ Ha, and canting gains $2S^2\cdot2K_c=4.018\times10^{-8}$ Ha per cell. Numerical diagonalization of the $12\times12$ matrix $\Lambda$ at $K=1.0\times10^{-9}$ Ha gave $\lambda_{\min}=-1.430003214\times10^{-3}$ Ha, which is $J_{14}-J-2K_c$, and the exact angle above. At $K=2.5\times10^{-9}$ Ha it gave $-1.430005000\times10^{-3}$ Ha, which is $J_{14}-J-2K$, and an angle of $10^{-13}$ rad, zero to rounding.

## Cr$_2$O$_3$ in the same model

Choose $S=3/2$, $g=2$, $J_{12}=5.5\times10^{-4}$, $J_{13}=2\times10^{-5}$, $J_{14}=7.5\times10^{-4}$, $D_{12}=2\times10^{-6}$, $D_{13}=1\times10^{-6}$, $K=1\times10^{-7}$ Ha and $V=651.11$ bohr$^3$. The large positive $J_{14}$ favours the odd sector. The state $\mathbf L_2\parallel z$ has $p_z=-q_z$ and
$$\lambda_0=-J_{14}-J'-2K=-(7.5+5.3+0.002)\times10^{-4}=-1.2802\times10^{-3}\ \text{Ha},$$
just below planar $\mathbf L_2$ at $-1.280001\times10^{-3}$ Ha. Planar $\mathbf L_2$ would cant too, by the same algebra, with $\tan2\theta'=D'/J'$ and $\theta'=10^{-6}/(2\times5.3\times10^{-4})=9.43\times10^{-4}$ rad. But here $\mathbf p+\mathbf q=\mathbf L_3/2$ is generated, not $\mathbf M$. The symmetry of Cr$_2$O$_3$ allows antisymmetric exchange, but in planar order inversion parity prevents it from producing a moment, and in the axial ground state, with all spins along $z$, the $D$ terms exert no force on the spins at all.

For the size of $\alpha_\perp$, note that $\mathbf M$ transforms as $\mathbf H$ does, so $\gamma L_{2z}(\mathbf E\cdot\mathbf M)_\perp$ is an allowed energy. Let $s_0$ be the ground state and $s=s_0+\delta$. Because $s^Ts$ is fixed and $(\Lambda-\lambda_0)s_0=0$,
$$U-2S^2\lambda_0=\tfrac12s^T(\Lambda-\lambda_0)s=\tfrac12\delta^T(\Lambda-\lambda_0)\delta .$$
Fixed lengths make the axial part of $\delta$ second order in the planar part, and $\Lambda$ does not mix the two, so only planar deviations count at quadratic order. A field $E_x$ adds $fM_x$ with $f=\gamma L_{2z}E_x$ and $L_{2z}=4S$ up to second order. Since $M_x=2\operatorname{Re}(a+b)$, only the even sector is driven. With $v=(1,1)^T$, $G=h-\lambda_0$ and $u=J_{14}-\lambda_0$, the energy is $\psi^\dagger G\psi+f(v^\dagger\psi+\psi^\dagger v)$, and varying $\psi^\dagger$ gives $\psi=-fG^{-1}v$. The inverse is
$$G^{-1}=\frac1{u^2-J^2-D^2}\begin{pmatrix}u&-(J-iD)\\-(J+iD)&u\end{pmatrix},$$
whose four elements add to $2(u-J)/(u^2-J^2-D^2)$. Therefore
$$M_x+iM_y=2v^\dagger\psi=-\chi f,\qquad\chi=\frac{4(u-J)}{u^2-J^2-D^2}.$$
The result is real, so $M_y=0$ and $\alpha$ is diagonal, as symmetry required. For $D=0$, $\chi=4/(u+J)$, four spins divided by the gap $J_{14}+J-\lambda_0$ to the ferromagnetic level.

The magnetic moment is $\mathbf m=-g\mu_B\mathbf M$, so $m_x=g\mu_B\gamma L_{2z}\chi E_x$. Conversely a field $B_x=\mu_0H_x$ adds $-m_xB_x=g\mu_BB_xM_x$, so $f=g\mu_BB_x$, and the electric dipole is $d_x=-\partial U/\partial E_x=-\gamma L_{2z}M_x=g\mu_B\gamma L_{2z}\chi B_x$. The two coefficients are equal, and, neglecting local-field and demagnetizing corrections,
$$\alpha_\perp=\frac{\mu_0}{V}\,g\mu_B\,\gamma L_{2z}\,\chi .$$

Here $J=5.7\times10^{-4}$ Ha, $D=3\times10^{-6}$ Ha and $u=(7.5+12.802)\times10^{-4}=2.0302\times10^{-3}$ Ha, so $\chi=1538.347$ Ha$^{-1}$; the $D=0$ form $4/(u+J)$ already gives 1538.3. With the chosen $\gamma=2\times10^{-4}$ $e\,$bohr, $L_{2z}=6$ and $g\mu_B=1$,
$$\frac{dm}{dE}=2\times10^{-4}\times6\times1538.347=1.84602,\qquad\alpha_\perp=\frac{4\pi\times1.84602}{137.036^2\times651.11}=1.8972\times10^{-6}\ \text{au},$$
which is 0.867 ps/m, or $c\alpha_\perp=2.60\times10^{-4}$ as a pure number; $\gamma$ was chosen to give roughly the 1 ps/m scale of the real crystal. A field of $10^{-6}$ au ($5.14\times10^5$ V/m) induces $1.846\times10^{-6}$ au, which divided by $\mu_B=\tfrac12$ is $3.69\times10^{-6}\mu_B$ per cell. Relaxing the four fixed-length spins by Newton iteration in small fields of both signs reproduced $dm/dE$ and $dd/dB$ to one part in $10^6$.

The $\gamma$ term is not the only allowed coupling linear in $\mathbf E$. Among those bilinear in the spins, one other acts on axial $\mathbf L_2$ at first order in a planar field: $L_{2z}(\mathbf E\times\mathbf L_1)_z$, which drives $\mathbf L_1$ and reaches $\mathbf M$ only through $D$. It changes the value of $\alpha_\perp$ but not the form of the tensor. The same relaxation, run for test sets with $S=1$ and couplings of order one, with a random spin-bilinear coupling averaged over the 12 operations gave $\partial M_j/\partial E_i\propto\mathrm{diag}(1,1,0)$, the opposite sign in the reversed domain, and zero for $\mathbf L_1\parallel z$. The vanishing $zz$ element is a defect of the model, not a symmetry rule: $M_z$ is second order in $\delta$ for rigid spins along $z$, so $\alpha_\parallel$ needs site moments whose size can change. Either the mean spin length changes, through thermal fluctuations or spin-orbit mixing, or $E_z$ shifts the $g$ factors with the pattern $+-+-$, which is the allowed term $L_{2z}E_zH_z$ acting directly on rigid spins. In canted hematite the $\gamma$ term acts differently. There $\mathbf M\ne0$ and $\mathbf L_2=0$, so the field component along $\mathbf M$ first induces an $L_{2z}$ proportional to it, and the force on $\mathbf M$ is then of order $E^2$, which inversion permits. The size of $\mathbf M$ changes only as $E^2$, but the model has no stiffness against a common rotation of the spins about $z$, so in it even a weak planar field turns $\mathbf M$ onto the field axis, equally for $\mathbf E$ and $-\mathbf E$; in a real crystal the in-plane anisotropy left out here resists this rotation.

Each prohibition is guaranteed for every spin direction while its protecting operation survives. Once that operation is lost, a moment or a linear $\alpha$ can appear unless the remaining operations forbid it. A uniform strain preserves $I$ and $IT$: it cannot give Cr$_2$O$_3$ a moment or hematite a linear $\alpha$, though by removing $C_3$ it can give axial hematite a moment (piezomagnetism); a uniform strain that keeps $C_3$ keeps $C_{2x}$ as well and gives none. A surface or an applied electric field destroys both $I$ and $IT$, so the surface layers of Cr$_2$O$_3$ may be magnetized. An order that enlarges the cell falls outside the four-vector classification and needs the group of its wavevector.

## Table of computed values

```
I: sites 1234 -> 4321, signs M,L1,L2,L3 = [1, 1, -1, -1]
C2x: sites 1234 -> 2143, signs M,L1,L2,L3 = [1, -1, -1, 1]
glide: sites 1234 -> 3412, signs M,L1,L2,L3 = [1, -1, 1, -1]
bilinear invariants L1M:1 L2M:0 L3M:0 L2L3:1
LEH invariants L1:0 L2:5 L3:4
L2||z: order 12, primed 6, free M comps 0, free alpha comps 2
L1||z: order 12, primed 0, free M comps 0, free alpha comps 0
L1||y: order 4, primed 0, free M comps 1, free alpha comps 0
L1||x: order 4, primed 2, free M comps 2, free alpha comps 0
invariant quadratic forms of four spins: 10
test set J=1.5 D=0.45: theta min 0.145728, atan/2 0.145728, D/2J 0.150000 rad
c = 137.035999 au, g = 2.0, muB = 0.5 au, 1 Ha = 27211.39 meV, B au = 2.35052e+05 T
Fe2O3: a = 9.52 bohr, c = 25.98 bohr, w = 0.355, V = 679.71 bohr^3
  shells of site 1 (bohr, site, count): 5.456,2,1; 5.610,4,3; 6.362,2,3; 6.997,3,6
  S = 2.5; J12, J13, J14, D12, D13 = [0.0005, 0.0009, -3e-05, 1e-06, 2e-06] Ha
  J = 1.4000e-03 Ha (38.10 meV), D = 3.0000e-06 Ha (0.0816 meV)
  K = 1.0e-09 Ha: lambda_min = -1.430003214e-03 Ha, theta (diag) = 1.0714269e-03 rad
  K = 2.5e-09 Ha: lambda_min = -1.430005000e-03 Ha, theta (diag) = 1.1684332e-13 rad
  theta = atan(D/J)/2 = 1.0714269e-03 rad = 0.06139 deg
  D/2J = 1.0714286e-03 rad, relative error 1.53e-06
  moment per Fe = 5.3571e-03 muB = 2.6786e-03 au
  magnetization = 1.5763e-05 au = 1973.0 A/m
  B_ex = JS/(g muB) = 3.500e-03 au = 822.7 T
  B_DM = DS/(g muB) = 7.500e-06 au = 1.763 T
  Kc = 1.60714e-09 Ha, D^2/4J = 1.60714e-09 Ha, gain per cell 4 S^2 Kc = 4.0179e-08 Ha
Cr2O3: a = 9.37 bohr, c = 25.69 bohr, w = 0.3475, V = 651.11 bohr^3
  shells of site 1 (bohr, site, count): 5.010,2,1; 5.459,4,3; 6.473,2,3; 6.899,3,6
  S = 1.5; J12, J13, J14, D12, D13, K = [0.00055, 2e-05, 0.00075, 2e-06, 1e-06, 1e-07] Ha
  coupling lambda = 2.0e-04 e bohr, L2z = 6.0
  lambda0 = -1.280200e-03 Ha, u = 2.030200e-03 Ha
  J = 5.700e-04 Ha, D = 3.0e-06 Ha, chi = 1538.347 1/Ha
  next eigenvalue (planar L2) = -1.280001e-03 Ha
  planar L2 hidden canting = 9.4340e-04 rad
  dm/dE = dp/dB = 1.84602 au per cell
  alpha_perp = 1.8972e-06 au = 0.8672 ps/m, c*alpha = 2.5999e-04
  E = 1e-6 au = 5.1422e+05 V/m gives m = 3.6920e-06 muB per cell
```
